# Mean energy of Maxwellian electrons reaching a wall behind a retarding barrier: a numerical check

```python
"""
Result under test: Maxwellian electrons (temperature T, an energy) that cross a
static, collisionless, planar retarding barrier of height V, highest at the wall,
arrive with flux-averaged kinetic energy 2T for every V; the arriving flux is
n*sqrt(T/(2 pi))*exp(-V/T) in atomic units.
If the highest point U_max lies before the wall, the mean is 2T + U_max - V.
Symbols: n density of the full Maxwellian, K kinetic energy at the wall,
f(E) isotropic velocity distribution as a function of kinetic energy E.
Energies are in eV unless a name says otherwise; velocity grids use mass = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc, gamma

# ---------- inputs: rough typical values of an argon etching plasma ----------
T = 3.0                    # electron temperature, eV
V = 14.0                   # barrier height at the wall, eV
density_cm3 = 1.0e11       # electron density, cm^-3
width_mm = 0.5             # barrier width, mm
pressure_mtorr = 5.0       # gas pressure, mTorr
gas_kelvin = 400.0         # gas temperature, K
sigma_cm2 = 2.0e-15        # rough electron-atom cross section, cm^2
rf_mhz = 13.56             # drive frequency, MHz
swing = 3.0                # amplitude of barrier oscillation, eV
reflectivity = 0.3         # chosen reflection of slow electrons at the surface
slow_limit = 5.0           # reflection acts below this energy, eV

eV = const.e
mass = const.m_e
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0]
time_au = const.physical_constants["atomic unit of time"][0]


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# ---------- mean arrival energy from the definition, in velocity space ----------
nodes, node_weights = np.polynomial.legendre.leggauss(240)


def mean_arrival(f, barrier):
    """Flux average of K over all edge velocities that clear the barrier."""
    low, high = np.sqrt(2 * barrier), np.sqrt(2 * (barrier + 135.0))
    vx = low + (high - low) * (nodes + 1) / 2
    vp = np.sqrt(2 * 135.0) * (nodes + 1) / 2
    normal, parallel = np.meshgrid(vx, vp, indexing="ij")
    energy = (normal**2 + parallel**2) / 2
    weight = np.outer(node_weights, node_weights) * normal * parallel * f(energy)
    return np.sum(weight * (energy - barrier)) / np.sum(weight)


def maxwell(energy):
    return np.exp(-energy / T)


barriers = [0.0, 5.0, V, 30.0]
maxwell_means = [mean_arrival(maxwell, b) for b in barriers]
for value in maxwell_means:
    assert close(value, 2 * T, 1e-6)

# ---------- random sampling: mean, spread and shape of the energy law ----------
rng = np.random.default_rng(7)
sample_barrier = T
vx = rng.normal(0.0, np.sqrt(T), 4_000_000)
vx = vx[vx > np.sqrt(2 * sample_barrier)]
vy, vz = rng.normal(0.0, np.sqrt(T), (2, vx.size))
K = (vx**2 + vy**2 + vz**2) / 2 - sample_barrier
sample_mean = np.average(K, weights=vx)
sample_spread = np.sqrt(np.average((K - sample_mean)**2, weights=vx))
sample_above = np.average(K > 2 * T, weights=vx)
law_above = quad(lambda k: k * np.exp(-k / T) / T**2, 2 * T, 50 * T)[0]
# about 3e5 electrons survive, so statistical errors are a few parts in 1000
assert close(sample_mean, 2 * T, 0.01)
assert close(sample_spread, np.sqrt(2) * T, 0.015)
assert close(sample_above, law_above, 0.015)

# ---------- flux: SI integral over velocity against the atomic-unit formula ----------
density_si = density_cm3 * 1e6
thermal = np.sqrt(T * eV / mass)
threshold = np.sqrt(2 * V * eV / mass)
flux_integral = density_si / (np.sqrt(2 * np.pi) * thermal) * quad(
    lambda v: v * np.exp(-v**2 / (2 * thermal**2)),
    threshold, threshold + 9 * thermal)[0]
T_au, V_au, n_au = T / hartree, V / hartree, density_si * bohr**3
flux_au = n_au * np.sqrt(T_au / (2 * np.pi)) * np.exp(-V_au / T_au)
flux_si = flux_au / (bohr**2 * time_au)
assert close(flux_integral, flux_si, 1e-6)
flux_open = flux_si * np.exp(V / T)

# ---------- density average at the wall: edge flux weight divided by wall speed ----------
v0 = np.sqrt(2 * V)


def wall_density_weight(s):
    """Edge speed is v0 + s^2, which removes the threshold singularity."""
    v = v0 + s**2
    return 2 * v * np.exp(-(v**2 - v0**2) / (2 * T)) / np.sqrt(s**2 + 2 * v0)


def normal_energy(s):
    return ((v0 + s**2)**2 - v0**2) / 2


normal_density_mean = (
    quad(lambda s: wall_density_weight(s) * normal_energy(s), 0, 5)[0]
    / quad(wall_density_weight, 0, 5)[0])
parallel_mean = (quad(lambda v: v**2 * np.exp(-v**2 / (2 * T)), -20, 20)[0]
                 / quad(lambda v: np.exp(-v**2 / (2 * T)), -20, 20)[0])
density_mean = normal_density_mean + parallel_mean
assert close(density_mean, 1.5 * T, 1e-6)

# ---------- energy balance and density at the edge ----------
ratio = V / T
edge_cut = -np.sqrt(2 * ratio)     # returning electrons faster than this are missing
net_energy = quad(lambda v: v * (v**2 / 2 + 1) * np.exp(-v**2 / 2), edge_cut, 12)[0]
net_flux = quad(lambda v: v * np.exp(-v**2 / 2), edge_cut, 12)[0]
removed_per_electron = T * net_energy / net_flux
assert close(removed_per_electron, 2 * T + V, 1e-5)
edge_fraction = quad(lambda v: np.exp(-v**2 / 2), edge_cut, 12)[0] / np.sqrt(2 * np.pi)
assert close(edge_fraction, 1 - erfc(np.sqrt(ratio)) / 2, 1e-7)

# ---------- integrated trajectories, in units T = mass = width = 1 ----------


def fly(wall, hump):
    """Potential wall*x^2 + 4*hump*x*(1-x); returns arriving fraction, normal mean."""
    count, top, dt = 6000, 8.0, 0.002
    v = (np.arange(count) + 0.5) * top / count
    weight = v * np.exp(-v**2 / 2)
    x = np.zeros(count)
    total, arrived, heat = weight.sum(), 0.0, 0.0

    def force(pos):
        return -(2 * wall * pos + 4 * hump * (1 - 2 * pos))

    for _ in range(4000):
        if x.size == 0:
            break
        old_force = force(x)
        x_new = x + v * dt + old_force * dt**2 / 2
        v_new = v + (old_force + force(x_new)) * dt / 2
        hit = x_new >= 1
        if hit.any():
            part = (1 - x[hit]) / (x_new[hit] - x[hit])
            energy = v[hit]**2 / 2 + part * (v_new[hit]**2 - v[hit]**2) / 2
            arrived += weight[hit].sum()
            heat += (weight[hit] * energy).sum()
        keep = (x_new > 0) & (x_new < 1)
        x, v, weight = x_new[keep], v_new[keep], weight[keep]
    return arrived / total, heat / arrived


trajectory_rows = []
position = np.linspace(0, 1, 20001)
for label, wall, hump in [("monotone", 3.0, 0.0), ("hump", 1.0, 2.0),
                          ("attracting", -2.0, 0.0)]:
    fraction, normal_mean = fly(wall, hump)
    peak = np.max(wall * position**2 + 4 * hump * position * (1 - position))
    total_mean = normal_mean + parallel_mean / T
    # the finite speed grid blurs the threshold by a few parts in 1000
    assert close(fraction, np.exp(-peak), 0.01)
    assert close(total_mean, 2 + peak - wall, 0.01)
    trajectory_rows.append((label, wall, peak, total_mean, 2 + peak - wall))

# ---------- Druyvesteyn distribution with the same mean energy 3T/2 ----------
scale = 1.5 * T * gamma(0.75) / gamma(1.25)


def druyvesteyn(energy):
    return np.exp(-(energy / scale)**2)


bulk_mean = (quad(lambda e: e**1.5 * druyvesteyn(e), 0, 60)[0]
             / quad(lambda e: e**0.5 * druyvesteyn(e), 0, 60)[0])
assert close(bulk_mean, 1.5 * T, 1e-6)
druy_means = [mean_arrival(druyvesteyn, b) for b in barriers]
assert all(a > 1.05 * b for a, b in zip(druy_means, druy_means[1:]))


def second_moment(barrier):
    return quad(lambda k: k**2 * druyvesteyn(k + barrier), 0, 50,
                epsabs=0, epsrel=1e-11, limit=200)[0]


h, test_barrier = 0.05, 5.0
H = {j: second_moment(test_barrier + j * h) for j in (-2, -1, 0, 1, 2)}
first = (H[1] - H[-1]) / (2 * h)
third = (H[2] - 2 * H[1] + 2 * H[-1] - H[-2]) / (2 * h**3)
# central differences with this step carry errors below one part in 1000
assert close(-2 * H[0] / first, druy_means[1], 2e-3)
assert close(third, -2 * druyvesteyn(test_barrier), 3e-3)

# ---------- sizes of other neglected effects ----------


def absorbed(k):
    return k * np.exp(-k / T)


slow_flux = quad(absorbed, 0, slow_limit)[0]
fast_flux = quad(absorbed, slow_limit, 50 * T)[0]
slow_heat = quad(lambda k: k * absorbed(k), 0, slow_limit)[0]
fast_heat = quad(lambda k: k * absorbed(k), slow_limit, 50 * T)[0]
absorbed_mean = (((1 - reflectivity) * slow_heat + fast_heat)
                 / ((1 - reflectivity) * slow_flux + fast_flux))

gas_cm3 = pressure_mtorr * 1e-3 * const.torr / (const.k * gas_kelvin) * 1e-6
free_path_mm = 10 / (gas_cm3 * sigma_cm2)
collision_probability = 1 - np.exp(-width_mm / free_path_mm)
debye_mm = 1e3 * np.sqrt(const.epsilon_0 * T * eV / (density_si * eV**2))

# transit of an electron with normal energy V + T through a parabolic barrier
width_m = width_mm * 1e-3
transit = quad(lambda s: width_m / np.sqrt(2 * eV * (V + T - V * s**2) / mass), 0, 1,
               epsabs=0)[0]
transit_formula = width_m / threshold * np.arcsin(np.sqrt(V / (V + T)))
assert close(transit, transit_formula, 1e-6)
rf_shift = swing * 2 * np.pi * rf_mhz * 1e6 * transit

occupation = n_au / 2 * (2 * np.pi / T_au)**1.5
k_max = 12 * np.sqrt(T_au)
states_sum = 2 * occupation * quad(
    lambda k: k**2 * np.exp(-k**2 / (2 * T_au)), 0, k_max, epsabs=0)[0] / (2 * np.pi**2)
assert close(states_sum, n_au, 1e-6)

# ---------- printed numbers ----------
print(f"electron temperature T: {T:.1f} eV")
print(f"barrier height V: {V:.1f} eV")
print(f"electron density: {density_cm3:.1e} cm^-3")
print(f"V/T: {ratio:.3f}")
print(f"fraction passing exp(-V/T): {np.exp(-ratio):.5f}")
print(f"flux without barrier: {flux_open * 1e-4:.3e} cm^-2 s^-1")
print(f"flux at wall: {flux_si * 1e-4:.3e} cm^-2 s^-1")
print(f"main result, mean arrival energy: {maxwell_means[2]:.4f} eV")
print(f"same in atomic units: {maxwell_means[2] / hartree:.4f} hartree")
print(f"density-averaged energy at wall: {density_mean:.4f} eV")
print(f"energy removed per lost electron: {removed_per_electron:.3f} eV")
print(f"wall heating by electrons: {flux_si * 2 * T * eV * 0.1:.2f} mW/cm^2")
print(f"power removed from electrons: "
      f"{flux_si * removed_per_electron * eV * 0.1:.2f} mW/cm^2")
print(f"edge density / full Maxwellian: {edge_fraction:.5f}")
print("barrier (eV) | Maxwellian mean (eV) | Druyvesteyn mean (eV)")
for b, m, d in zip(barriers, maxwell_means, druy_means):
    print(f"  {b:5.1f} | {m:.4f} | {d:.4f}")
print(f"sampling, V = {sample_barrier:.1f} eV: mean {sample_mean:.3f} eV")
print(f"sampling: standard deviation {sample_spread:.3f} eV")
print(f"formula: standard deviation {np.sqrt(2) * T:.3f} eV")
print(f"share above 2T: sampled {sample_above:.4f}, law {law_above:.4f}")
print("trajectories: wall/T | peak/T | mean/T | formula/T")
for label, wall, peak, found, expected in trajectory_rows:
    print(f"  {label}: {wall:.2f} | {peak:.3f} | {found:.3f} | {expected:.3f}")
print(f"surface reflectivity below {slow_limit:.1f} eV: {reflectivity:.2f}")
print(f"mean energy of absorbed electrons: {absorbed_mean:.3f} eV")
print(f"barrier width: {width_mm:.2f} mm")
print(f"Debye length: {debye_mm:.4f} mm")
print(f"gas pressure: {pressure_mtorr:.1f} mTorr")
print(f"gas temperature: {gas_kelvin:.0f} K")
print(f"gas density: {gas_cm3:.3e} cm^-3")
print(f"rough cross section: {sigma_cm2:.1e} cm^2")
print(f"electron free path: {free_path_mm:.1f} mm")
print(f"collision probability in barrier: {collision_probability:.4f}")
print(f"drive frequency: {rf_mhz:.2f} MHz")
print(f"barrier swing amplitude: {swing:.1f} eV")
print(f"transit time at normal energy V+T: {transit * 1e9:.3f} ns")
print(f"largest energy shift by swing in transit: {rf_shift:.3f} eV")
print(f"largest quantum state occupation: {occupation:.2e}")
print("all good")
```

Printed output:

```
electron temperature T: 3.0 eV
barrier height V: 14.0 eV
electron density: 1.0e+11 cm^-3
V/T: 4.667
fraction passing exp(-V/T): 0.00940
flux without barrier: 2.898e+18 cm^-2 s^-1
flux at wall: 2.725e+16 cm^-2 s^-1
main result, mean arrival energy: 6.0000 eV
same in atomic units: 0.2205 hartree
density-averaged energy at wall: 4.5000 eV
energy removed per lost electron: 20.000 eV
wall heating by electrons: 26.20 mW/cm^2
power removed from electrons: 87.32 mW/cm^2
edge density / full Maxwellian: 0.99887
barrier (eV) | Maxwellian mean (eV) | Druyvesteyn mean (eV)
    0.0 | 6.0000 | 5.3916
    5.0 | 6.0000 | 3.7028
   14.0 | 6.0000 | 2.1653
   30.0 | 6.0000 | 1.1668
sampling, V = 3.0 eV: mean 5.994 eV
sampling: standard deviation 4.224 eV
formula: standard deviation 4.243 eV
share above 2T: sampled 0.4055, law 0.4060
trajectories: wall/T | peak/T | mean/T | formula/T
  monotone: 3.00 | 3.000 | 2.000 | 2.000
  hump: 1.00 | 2.286 | 3.287 | 3.286
  attracting: -2.00 | 0.000 | 4.000 | 4.000
surface reflectivity below 5.0 eV: 0.30
mean energy of absorbed electrons: 6.555 eV
barrier width: 0.50 mm
Debye length: 0.0407 mm
gas pressure: 5.0 mTorr
gas temperature: 400 K
gas density: 1.207e+14 cm^-3
rough cross section: 2.0e-15 cm^2
electron free path: 41.4 mm
collision probability in barrier: 0.0120
drive frequency: 13.56 MHz
barrier swing amplitude: 3.0 eV
transit time at normal energy V+T: 0.256 ns
largest energy shift by swing in transit: 0.065 eV
largest quantum state occupation: 3.19e-12
all good
```
